# Johnson-Mehl-Avrami-Kolmogorov kinetics: overlap correction and the origin of the exponent

A thin silicide film has formed in one crystal structure and is annealed so that it changes into a second structure of the same composition. Grains of the new phase appear at scattered places, spread at a steady speed, and stop where they meet. The transformed fraction \(X(t)\) starts slowly, rises steeply and levels off. Measured curves of this kind are often summarized by an exponent \(n\), from which one would like to learn how the grains nucleated and in how many dimensions they grew. Two things shape the curve: the nucleation and free growth of grains, and their competition for the remaining material. The exponent belongs to the first. The second must be removed correctly before the exponent can be read.

The model is as follows. The parent phase is uniform, held at constant temperature, and much larger than a grain. Nuclei have negligible size and appear independently, with a constant probability \(I\) per unit time and per unit untransformed volume. In \(d\) dimensions "volume" means length, area or volume. Every grain grows with the same constant interface speed \(v\), so that a free grain of age \(s\) is a ball of radius \(vs\) and volume

\[
V(s)=c_d\,(vs)^d,\qquad c_1=2,\quad c_2=\pi,\quad c_3=\frac{4\pi}{3}.
\]

A constant speed is reasonable when parent and product have the same composition, because atoms then only have to cross the interface.

Direct bookkeeping of the real grains is awkward, since each one is cut off by its neighbours and nuclei are missing where material has already transformed. It is easier to count a fictitious set of grains. Let nucleation events also occur in transformed material, at the same rate \(I\); these extra events are called phantoms. Let all grains, real and phantom, grow through each other. Their summed volume per unit volume of sample is the extended fraction

\[
X_e(t)=\int_0^t I\,c_d\,v^d\,(t-\tau)^d\,d\tau ,
\]

where \(\tau\) is the time of nucleation. This quantity counts overlapping regions several times and can exceed one. It is useful because the region covered by the fictitious grains is the same as the region really transformed. That statement has two parts.

First, phantoms add nothing. Suppose an event at position \(\mathbf x_j\) and time \(\tau_j\) falls where grain \(i\) has already arrived, so that

\[
\tau_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}\le\tau_j .
\]

For any other point \(\mathbf x\), the triangle inequality and then this condition give

\[
\tau_i+\frac{|\mathbf x-\mathbf x_i|}{v}
\le \tau_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}+\frac{|\mathbf x-\mathbf x_j|}{v}
\le \tau_j+\frac{|\mathbf x-\mathbf x_j|}{v}.
\]

Grain \(i\) therefore reaches every point no later than the phantom does. If \(i\) is itself a phantom, the argument is repeated with the earlier grain that covered it, until a real grain is reached.

Second, blocking at contacts delays no first arrival. Let grain \(i\) be the first to reach \(\mathbf x\) in free growth, and let \(\mathbf y\) lie on the straight line from \(\mathbf x_i\) to \(\mathbf x\). If another grain reached \(\mathbf y\) earlier than \(i\), it could continue from \(\mathbf y\) to \(\mathbf x\) in the same time \(|\mathbf x-\mathbf y|/v\) that \(i\) needs, and would reach \(\mathbf x\) first. This contradicts the choice of \(i\). The straight path of the first arrival is thus never blocked. Both arguments need only a travel time that obeys the triangle inequality and adds up along a straight path, so they also hold for grains of any common convex shape and common orientation, with another value of \(c_d\).

The true fraction now follows from a probability. A point is still untransformed at time \(t\) if no event has occurred close enough and early enough to reach it. The dangerous events at time \(\tau\) lie within the distance \(v(t-\tau)\) of the point, in a region of volume \(c_dv^d(t-\tau)^d\). Together these regions form a backward cone in space and time. With phantoms included, events are independent everywhere, so the cone can be divided into small cells of volume \(\delta V\) and duration \(\delta\tau\), each of which stays empty with probability \(1-I\,\delta V\,\delta\tau\). The probability that all are empty is

\[
1-X=\prod_{\text{cells}}\left(1-I\,\delta V\,\delta\tau\right)
\;\longrightarrow\;
\exp\left(-\int_0^t I\,c_dv^d(t-\tau)^d\,d\tau\right).
\]

The limit holds because \(\ln(1-\epsilon)=-\epsilon+O(\epsilon^2)\) and the sum of the squares vanishes as the cells shrink. The integral is \(X_e\), and hence

\[
X=1-e^{-X_e},\qquad \frac{dX}{dX_e}=e^{-X_e}=1-X .
\]

The second form gives the physical reading of the overlap correction: of each small increment of extended volume, only the share \(1-X\) falls on material that can still transform. In a large sample the probability \(X\) that a point has been reached equals the transformed share of the volume.

It remains to evaluate \(X_e\). For a constant nucleation rate, put \(s=t-\tau\):

\[
X_e=I\,c_dv^d\int_0^t s^d\,ds=\frac{c_d\,I\,v^d}{d+1}\,t^{d+1}.
\]

If instead all nuclei are present at \(t=0\), randomly placed with \(N\) per unit volume, there is no time integral. The expected number of nuclei within reach of a point is

\[
X_e=c_d\,N\,v^d\,t^d .
\]

Both cases have the form \(X_e=Kt^n\). Taking the logarithm of \(1-X=e^{-Kt^n}\), changing sign and taking the logarithm again gives

\[
\ln\left[-\ln(1-X)\right]=\ln K+n\ln t .
\]

The slope is \(n=d+1\) for constant-rate nucleation and \(n=d\) for nuclei present from the start. Each dimension of growth contributes one power of time through the grain volume, and continued nucleation contributes one more through the growing number of grains. The overlap correction contributes none; it changes the variable in which the power law appears.

The exponent alone is therefore ambiguous. A value of 3 can mean growth in two dimensions with steady nucleation, or growth in three dimensions from a fixed set of nuclei. The geometry or the grain count must decide. If both kinds of nuclei are present, \(X_e=At^d+Bt^{d+1}\), and the local slope is

\[
\frac{d\ln X_e}{d\ln t}=\frac{dAt^d+(d+1)Bt^{d+1}}{At^d+Bt^{d+1}}
=d+\frac{Bt^{d+1}}{X_e},
\]

which lies between \(d\) and \(d+1\). A non-integer exponent need not signal a fractional dimension.

These exponents were tested on a lattice process that uses neither phantoms nor extended volume. Cubic grains grow by one cell per step, stop on contact, and nucleate in untransformed cells alone. Fits over \(0.05<X<0.95\) gave slopes of 2.00, 3.00 and 4.00 for a constant rate in one, two and three dimensions, and 1.00, 1.97 and 3.01 for nuclei present at the start. In the second case half a step was added to the time, because a seed cell already has a half-width of half a cell. The largest difference between simulated and predicted \(X\) was 0.015.

Leaving out the overlap correction has a definite effect on the apparent exponent. Suppose \(\ln X\) itself is plotted against \(\ln t\). Since \(dX_e/dt=nX_e/t\),

\[
\frac{d\ln X}{d\ln t}=\frac{t}{X}\,e^{-X_e}\,\frac{nX_e}{t}
=\frac{nX_e\,e^{-X_e}}{1-e^{-X_e}}=\frac{nX_e}{e^{X_e}-1}.
\]

For \(X_e\ll1\) the denominator tends to \(X_e\) and the slope to \(n\), because grains rarely meet. At half transformation \(e^{-X_e}=1/2\), so \(X_e=\ln2\), the denominator is one, and the slope is \(n\ln2\). For \(n=3\) this is 2.08. If growth is known to be two-dimensional, steady nucleation could then be mistaken for a fixed set of nuclei.

Consider a film of thickness \(h=50\) nm at 973 K, with \(I=0.001\ \mu\text{m}^{-2}\,\text{s}^{-1}\) per unit film area and \(v=50\) nm/s \(=0.05\ \mu\)m/s. A grain crosses the thickness in about \(h/v=1\) s and then spreads as a disk, so \(d=2\) and \(n=3\):

\[
K=\frac{\pi I v^2}{3}=\frac{\pi(0.001)(0.05)^2}{3}\ \text{s}^{-3}=2.618\times10^{-6}\ \text{s}^{-3}.
\]

Solving \(1-X=e^{-Kt^3}\) for the time gives

\[
t_X=\left[\frac{-\ln(1-X)}{K}\right]^{1/3},\qquad
t_{0.1}=34.3\ \text{s},\quad t_{0.5}=64.2\ \text{s},\quad t_{0.9}=95.8\ \text{s}.
\]

The extended fraction reaches one at \(K^{-1/3}=72.6\) s. Without the correction the film would be called finished at that time, when in the model 63 % has transformed.

The final number of grains follows by counting real nuclei, which form at the rate \(I(1-X)\) per unit area. With \(y=Kt^3\), so that \(dt=\tfrac13K^{-1/3}y^{-2/3}dy\),

\[
\rho=\int_0^\infty I e^{-Kt^3}dt=\frac{I}{3K^{1/3}}\int_0^\infty y^{-2/3}e^{-y}dy
=I\,K^{-1/3}\,\Gamma\!\left(\tfrac43\right),
\]

where \(\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)\) was used. Here \(\rho=0.0648\ \mu\text{m}^{-2}\), and the square root of the mean grain area is \(\rho^{-1/2}=3.9\ \mu\)m. A simulation of growing disks on a square of side 200 µm, with nuclei allowed in untransformed material alone, gave \(0.0649\ \mu\text{m}^{-2}\). At 83.1 s, where \(X_e=1.5\), it gave \(X=0.775\) against the predicted 0.777, and adding the phantoms changed none of the sampled points.

The nucleation history matters even at equal final grain density and speed. If these 0.0648 grains per square micrometre were all present at \(t=0\), the condition \(\pi\rho v^2t^2=\ln2\) would give a half-time of 36.9 s instead of 64.2 s, and \(n=2\) instead of 3. Here the exponent already separates the two cases. Where it does not, the dimensionless product \(v\,t_{0.5}\,\rho^{1/d}\) can, with \(\rho\) the final number of grains per unit \(d\)-dimensional volume. Of the two cases with \(n=3\), steady nucleation in two dimensions gives \(0.05\times64.2\times\sqrt{0.0648}=0.82\), and a fixed set of nuclei in three dimensions gives \((3\ln2/4\pi)^{1/3}=0.55\). The product contains \(d\), so each case must be tested with its own density, per area or per volume. If the grains of the three-dimensional case are instead counted on a plane section, the areal product \(v\,t_{0.5}\,\rho^{1/2}\) is about 0.66, closer to 0.82. With this care, a measured grain density and growth speed can help to resolve the ambiguity of the exponent.

A supply of nucleation sites that runs out connects the two cases. Let there be \(N\) sites per area, each becoming active with probability \(q\) per unit time, so that the rate of events is \(Nqe^{-q\tau}\). For \(d=2\), two integrations by parts give

\[
X_e=\pi Nv^2\int_0^t qe^{-q\tau}(t-\tau)^2d\tau
=\pi Nv^2\left[t^2-\frac{2t}{q}+\frac{2}{q^2}\left(1-e^{-qt}\right)\right].
\]

For \(qt\ll1\), expanding the exponential to third order cancels the terms in \(t\) and \(t^2\) and leaves \(\pi Nqv^2t^3/3\), the constant-rate law with \(I=Nq\). For \(qt\gg1\) the bracket tends to \(t^2\). The local exponent is 3.00, 2.78, 2.20 and 2.02 at \(qt=0.01\), 1, 10 and 100.

Dimensionality is likewise a matter of scale: it is set by comparing the growth distance \(vt\) with the size of the sample. In a line of width \(w\) cut from the film, let \(A(x,r)\) be the area of a disk of radius \(r\), centred at the position \(x\) across the line, that lies inside the line. The cone argument still holds, since straight paths between points of the line stay within it, but the result depends on \(x\) and must be averaged:

\[
X=1-\frac1w\int_0^w\exp\left[-I\int_0^tA\big(x,v(t-\tau)\big)d\tau\right]dx .
\]

For \(vt\ll w\), \(A=\pi r^2\) except near the edges, and \(n=3\). For \(vt\gg w\), \(A\simeq2rw\) for most grain ages, and

\[
X_e\simeq 2Iwv\int_0^t(t-\tau)\,d\tau=Iwv\,t^2,\qquad
t_{0.5}\simeq\sqrt{\frac{\ln2}{Iwv}} .
\]

With \(I\) and \(v\) held at their film values, the full average gives these results at half transformation:

| Line width (µm) | Half-time (s) | Local \(n\) |
|---|---|---|
| 10 | 66.9 | 2.85 |
| 2 | 87.3 | 2.16 |
| 0.25 | 235.5 | 2.00 |

The narrowest line agrees with the one-dimensional formula to the digits shown. It is slower than the wide film by a factor of 3.7, although neither nucleation per area nor interface speed has changed. A grain in a narrow line can advance in two directions only, and few nuclei form per unit length. A disk simulation of the 2 µm line gave \(X=0.615\) at 100 s, against 0.605 from the average; the wide film has 0.927 at that time.

The film thickness produces the same kind of crossover, from \(n=4\) to \(n=3\), if nuclei form uniformly through the thickness. The local exponent is 3.97 at 0.10 s, when \(vt=h/10\), and 3.000 at half-time. Finite thickness moves the half-time by less than 0.01 s, so treating this film as two-dimensional is safe.

The derivation fails when a later grain can overtake an earlier one. Take growth limited by diffusion, with radius \(a\sqrt s\) at age \(s\). A phantom born at the edge of a host, when the host has age \(S-s\), reaches out to \(a\sqrt{S-s}+a\sqrt s\) when the host has age \(S\). Squaring shows that this exceeds \(a\sqrt S\):

\[
\left(\sqrt{S-s}+\sqrt s\right)^2=S+2\sqrt{s(S-s)}>S .
\]

The phantom can then cover material that no real grain has reached, and \(1-e^{-X_e}\) is too large. In a disk simulation with \(X_e=1.5\), phantoms added about 0.01 to \(X\). Blocking at contacts was not included there, so this need not be the whole error. Unequal grain speeds break the argument in the same way. For constant speeds of \(0.7v\) and \(1.3v\) with equal probability, the phantom contribution at 83.1 s was only of the order of 0.001. The blocking of fast grains by slow ones was again left out. In the extended fraction \(v^2\) is replaced by its mean, \(1.09v^2\), which by itself multiplies the half-time by \(1.09^{-1/3}=0.97\).

Temperature enters through \(I\) and \(v\). If they have activation energies \(Q_I\) and \(Q_v\), then \(t_{0.5}\propto(Iv^d)^{-1/(d+1)}\) for a constant nucleation rate, and the half-time has the activation energy

\[
Q=\frac{Q_I+d\,Q_v}{d+1}.
\]

With assumed values \(Q_I=6\) eV and \(Q_v=3\) eV, the film has \(Q=(6+2\times3)/3=4\) eV. The half-time is then 50.3 s at 978 K and 82.2 s at 968 K. An error of 5 K thus changes it by 22 to 28 %. Heating to the hold temperature at 50 K/s, with time counted from arrival there, shortens it by only 0.26 s. An unrecognized incubation period distorts both the half-time and the exponent. If 10 s without nucleation are left in the clock, the half-time is read as 74.2 s instead of 64.2 s, and the slope between \(X=0.1\) and 0.9 becomes

\[
n_{\text{app}}=\frac{\ln[\ln(0.1)/\ln(0.9)]}{\ln[(95.8+10)/(34.3+10)]}=3.54 .
\]

The thickness and temperature of the example suit the change of titanium disilicide from its C49 to its C54 structure, in films some tens of nanometres thick annealed near 700 °C (973 K) or above; the values of \(I\) and \(v\) are assumed. The two structures have the same composition, as the model requires, and narrow lines are known to be difficult to transform. The model shows how scarce nuclei alone can slow a line; it does not show that this is the only cause. Real nuclei favour junctions between parent grains, so nucleation can be uniform only as an average over many parent grains. For parent grains of 0.2 µm there are about 50 junctions per square micrometre, and the events up to half-time would use 0.13 % of them, so exhaustion is negligible if all are equally active. A line 0.25 µm wide is then about one parent grain across, so \(I\) need not keep its film value there, and the last row of the table shows the geometric effect alone. If a few sites are much more active and fire early, the result moves towards the case of nuclei present at the start, which for the same final grain density lowers the half-time from 64 to 37 s. Stress, interface roughness and correlated sites are left out and have not been sized. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Lattice simulation: fitted exponent, largest error in X
 d=1, constant rate: n = 2.00, error = 0.0037
 d=1, all at t=0: n = 1.00, error = 0.0072
 d=2, constant rate: n = 3.00, error = 0.0083
 d=2, all at t=0: n = 1.97, error = 0.0154
 d=3, constant rate: n = 4.00, error = 0.0115
 d=3, all at t=0: n = 3.01, error = 0.0011
Film: I = 0.0010 /um^2/s, v = 50 nm/s, h = 50 nm, T = 973 K
Rate constant K = 2.6180e-06 s^-3
Times for X = 0.1, 0.5, 0.9: 34.3, 64.2, 95.8 s
Free-growth radius v*t at half-time = 3.21 um
Time when uncorrected Xe reaches 1 = 72.6 s
True X at that time = 0.632
Slope of ln X against ln t at half-time = 2.079
Disk test at 83.1 s: X simulated 0.775, formula 0.777
Points changed by phantoms = 0
Final grain density: formula 0.0648, simulated 0.0649 /um^2
Grain size (root of mean area) = 3.93 um
Half-time if these grains all start at t=0 = 36.9 s
Parabolic growth: false X added by phantoms = 0.0124
Film exponent at 0.10 s = 3.97, at half-time = 3.000
Half-time shift from finite thickness = 0.0026 s
2 um line at 100 s: X simulated 0.615, formula 0.605, wide film 0.927
Line 10.00 um: half-time 66.9 s, n = 2.85
Line 2.00 um: half-time 87.3 s, n = 2.16
Line 0.25 um: half-time 235.5 s, n = 2.00
Pure d=1 half-time for 0.25 um line = 235.5 s
Site exhaustion, n at q*t = 0.01, 1, 10, 100: 3.00, 2.78, 2.20, 2.02
Assumed Q_I = 6.0 eV, Q_v = 3.0 eV; half-time energy = 4.00 eV
Half-time at T+5 K = 50.3 s, at T-5 K = 82.2 s
Half-time shift from a 50 K/s heating ramp = -0.26 s
Apparent n with 10 s incubation left in the clock = 3.54
Parent grain 0.2 um: 50 junction sites/um^2, used by half-time 0.13 %
Speed scatter +/-30 %: false X from phantoms = 0.0006
Half-time factor from mean square speed = 0.972
```
